# Thickness scale for 90 degree twinning in an epitaxial ferroelectric film

## Problem

A tetragonal ferroelectric film of thickness \(h\) is coherent with a thick substrate. Its polar axis points along the film normal (a c-domain), and the substrate stretches it by \(e_m=1\,\%\) along both in-plane directions. A 90 degree domain wall costs \(s=10\) mJ/m², and Young's modulus is \(E=150\) GPa.

(a) Estimate the thickness above which it pays to form domains with the polar axis in the plane (a-domains).

(b) Find the numerical prefactor for Poisson ratio \(\nu=0.3\) and tetragonality \(e_T=c/a-1=6\,\%\), and tabulate it for other tetragonalities.

(c) Decide how literally the result may be taken.

**Assumptions.** Film and substrate are isotropic and elastically alike, strains are small, and walls are sharp. Polarization charge at the surfaces is fully compensated. The a-domains cross the whole film, have their long axis along \(x\), and are bounded by parallel walls. The film occupies \(0<z<h\), with a free surface at \(z=h\), and nothing varies along \(y\).

## (a) The scale

A twin pattern can relieve much of the misfit energy if its walls are about \(h\) apart. The wall area per unit film area is then of order one, so the cost is about \(s\). The relieved elastic energy per area is about \(Ee_m^2h\). Equating the two gives

\[
l=\frac{s}{Ee_m^2}=\frac{0.010\ \mathrm{J/m^2}}{(150\times10^{9}\ \mathrm{Pa})(10^{-4})}=0.667\ \mathrm{nm}.
\]

This is about 1 nm to order of magnitude. The scale is linear in \(s\) and inverse in the square of the misfit. The argument leaves open the prefactor, which could depend strongly on \(e_T\).

## (b) The prefactor

**When is the c-domain the right starting state?** With \(\sigma_{zz}=0\), in-plane elastic strains \(\epsilon_x,\epsilon_y\) store the energy density

\[
U=\frac{E}{2(1-\nu^2)}\left(\epsilon_x^2+\epsilon_y^2+2\nu\epsilon_x\epsilon_y\right).
\]

A c-film has strains \((e_m,e_m)\). An a-film is naturally longer by \(e_T\) along \(x\), so it has \((e_m-e_T,e_m)\). Subtracting,

\[
U_a-U_c=\frac{Ee_T}{2(1-\nu^2)}\left[e_T-2(1+\nu)e_m\right].
\]

The single c-domain is lower if \(r=e_m/e_T<1/[2(1+\nu)]\). Here \(r=0.1667\) and the limit is 0.3846, so the condition holds.

**Mismatch left by a twin.** Going from c to a changes the stress-free strain by \(e_T\) along \(x\) and \(-e_T\) along \(z\). A rotation \(\omega\) may be added, so the displacement gradient \(\partial u_i/\partial x_j\) changes by

\[
\Delta H=\begin{pmatrix}e_T&\omega\\-\omega&-e_T\end{pmatrix}.
\]

Displacement is continuous across a plane wall of normal \(\mathbf n\) if \(\Delta H\) is a product \(\mathbf a\otimes\mathbf n\). Its determinant must then vanish, so \(\omega^2=e_T^2\). Taking \(\omega=e_T\),

\[
\Delta H=e_T\begin{pmatrix}1\\-1\end{pmatrix}\begin{pmatrix}1&1\end{pmatrix}.
\]

The normal lies along \((1,1)\), which is a 45 degree wall. A detached film can therefore twin without stress. The bottom face of its a-domains has the extra slopes \(b_x=\partial_xu_x=e_T\) and \(b_z=\partial_xu_z=-e_T\). Bonding this face to a flat substrate creates the stress.

**Stress caused by the mismatch.** Let \(\boldsymbol\delta(x)\) be the stress-free displacement of the film's bottom face, so \(\mathbf b=\boldsymbol\delta'\). Total displacement is continuous, so the elastic displacement must jump by \(-\boldsymbol\delta\) from substrate to film. For one Fourier component with \(k>0\), use a stress function \(f(z)e^{ikx}\):

\[
\sigma_{xx}=f'',\qquad \sigma_{zz}=-k^2f,\qquad \sigma_{xz}=-ikf'.
\]

Compatibility requires \(f''''-2k^2f''+k^4f=0\). With shear modulus \(\mu\), the plane-strain law \(2\mu\epsilon_{xx}=(1-\nu)\sigma_{xx}-\nu\sigma_{zz}\) and the shear law \(\mu(u_x'+iku_z)=\sigma_{xz}\) give

\[
2\mu ik\,u_x=(1-\nu)f''+\nu k^2f,
\]
\[
2\mu k^2u_z=(1-\nu)f'''-(2-\nu)k^2f'.
\]

Tractions are continuous at \(z=0\), and so are \(f\) and \(f'\). Define \(M=\mu/[2(1-\nu)]=E/[4(1-\nu^2)]\). Since \(\mathbf b=ik\boldsymbol\delta\), the displacement jumps become

\[
[f'']=-4Mb_x,\qquad [f''']=4iMkb_z.
\]

In an infinite body the decaying solution with these jumps is

\[
f_\infty=\left[A(1+k|z|)+Bz\right]e^{-k|z|},\quad A=\frac{iMb_z}{k^2},\quad B=\frac{Mb_x}{k}.
\]

Indeed, the \(A\) term has a third-derivative jump \(4Ak^3\), and the \(B\) term a second-derivative jump \(-4Bk\).

The free surface requires \(f(h)=f'(h)=0\). Add the smooth solution \(g=[C_1+C_2(z-h)]e^{k(z-h)}\), which decays into the substrate. With \(q=kh\), cancelling \(f_\infty\) and its slope at \(z=h\) gives

\[
C_1=-e^{-q}[A(1+q)+Bh],
\]
\[
C_2=e^{-q}[Ak(1+2q)-B(1-2q)].
\]

Substituting \(g(0)=(C_1-C_2h)e^{-q}\) and \(g'(0)=(kC_1+C_2-qC_2)e^{-q}\),

\[
f(0)=A\left[1-e^{-2q}(1+2q+2q^2)\right]-2qhBe^{-2q},
\]
\[
f'(0)=B\left[1-e^{-2q}(1-2q+2q^2)\right]-2q^2kAe^{-2q}.
\]

The elastic energy is half the work of the interface traction on \(\boldsymbol\delta\), where \(\delta_j=-ib_j/k\). The mixed terms are proportional to \(i(b_z^*b_x-b_x^*b_z)\). They vanish because \(b_z=-b_x\). The two direct terms add up to

\[
2-e^{-2q}(2+4q^2)=2\left[1-e^{-2q}(1+2q^2)\right].
\]

With \(b_k=\int b_x e^{-ikx}dx\), the energy per unit length along \(y\) is therefore

\[
W=M\int_{-\infty}^{\infty}\frac{dk}{2\pi}\frac{|b_k|^2}{|k|}\left[1-e^{-2q}(1+2q^2)\right],\qquad q=|k|h.
\]

**One a-domain.** Transform the kernel to real space, with \(a_0=2h\). The standard integral \(\int_0^\infty e^{-\alpha k}\cos kx\,dk=\alpha/(\alpha^2+x^2)\) suffices. Integrating it over \(\alpha\) from 0 to \(a_0\) gives the logarithm below; differentiating it at \(a_0\) gives the other term:

\[
G(x)=\frac1{2\pi}\left[\ln\!\left(1+\frac{a_0^2}{x^2}\right)-\frac{a_0^2(a_0^2-x^2)}{(a_0^2+x^2)^2}\right].
\]

For a domain of width \(w\), \(W=Me_T^2\int_0^w\!\int_0^wG(x-x')\,dx\,dx'\). The double integral equals \(2\int_0^w(w-x)G(x)\,dx\). Put \(\xi=x/2h\) and \(t=w/2h\). Then

\[
W=\frac{4Me_T^2h^2}{\pi}P(t),\qquad P(t)=\int_0^t(t-\xi)P''(\xi)\,d\xi,
\]
\[
P''(\xi)=\ln\!\left(1+\frac1{\xi^2}\right)-\frac{1-\xi^2}{(1+\xi^2)^2}.
\]

The last fraction is the derivative of \(\xi/(1+\xi^2)\). Integrating once and then again, with \(P(0)=P'(0)=0\),

\[
P'(t)=t\ln\!\left(1+\frac1{t^2}\right)-\frac t{1+t^2}+2\arctan t,
\]
\[
P(t)=\frac{t^2}{2}\ln\!\left(1+\frac1{t^2}\right)+2t\arctan t-\ln(1+t^2).
\]

Differentiating \(P\) confirms the second integration: the terms \(\pm2t/(1+t^2)\) from the arctangent and the last logarithm cancel.

**Work of the misfit stress.** The original c-film carries \(\sigma_{xx}=Ee_m/(1-\nu)\) and \(\sigma_{zz}=0\). This stress is in equilibrium, so it does no net work on the additional continuous displacement. What remains of the cross energy is minus the stress times the stress-free strain, integrated over the a-domain. Its cross-section is a parallelogram of area \(wh\), so the cross energy is \(-Ee_me_Twh/(1-\nu)\).

The two inclined walls have length \(\sqrt2h\) each. The total energy change per unit length is

\[
\Delta F=2\sqrt2sh-\frac{Ee_me_Twh}{1-\nu}+\frac{4Me_T^2h^2}{\pi}P(t).
\]

Insert \(w=2ht\) and \(4M=E/(1-\nu^2)\), and divide by \(Ee_T^2h^2/(1-\nu^2)\):

\[
\frac{(1-\nu^2)\Delta F}{Ee_T^2h^2}=\frac{2\sqrt2(1-\nu^2)s}{Ee_T^2h}-\left[2(1+\nu)rt-\frac{P(t)}\pi\right].
\]

The domain first pays when the first term equals the maximum \(Q\) of the bracket over \(t\). Writing \(e_T=e_m/r\) gives

\[
h_c=Cl,\qquad C=\frac{2\sqrt2(1-\nu^2)r^2}{Q}.
\]

The maximum satisfies \(P'(t)=2\pi(1+\nu)r\). To see that there is one root, set \(y=1/\xi^2\). Then \(P''=\ln(1+y)-y(y-1)/(1+y)^2\). Since \(\ln(1+y)\ge y/(1+y)>y(y-1)/(1+y)^2\), \(P''\) is positive. Thus \(P'\) rises steadily from 0 to \(\pi\), and a root exists for \(0<r<1/[2(1+\nu)]\). For compressive misfit the work term changes sign and the a-domain does not pay.

**Why one domain suffices.** \(G\) is proportional to \(P''\), and is therefore positive. Any two a-domains with parallel walls therefore have a positive interaction energy. Below \(h_c\) each one costs energy by itself, and adding more cannot help. Within this family of patterns, twinning therefore begins with an isolated domain.

**Numbers.** For \(r=0.1667\) and \(\nu=0.3\), the root is \(t=0.5265\), where \(P=0.4774\). Hence

\[
Q=2(1.3)(0.1667)(0.5265)-\frac{0.4774}{\pi}=0.0762,
\]
\[
C=\frac{2\sqrt2(0.91)(0.1667)^2}{0.0762}=0.94,
\]
\[
h_c=0.94\times0.667\ \mathrm{nm}=0.63\ \mathrm{nm}.
\]

The first domain has \(w=2h_ct=0.66\) nm. At fixed \(e_m\), \(s\), \(E\) and \(\nu=0.3\), other tetragonalities give:

| \(e_T\) | \(r\) | \(C\) | \(h_c\) (nm) |
|---|---|---|---|
| 3 % | 0.333 | 0.34 | 0.23 |
| 4 % | 0.250 | 0.57 | 0.38 |
| 6 % | 0.167 | 0.94 | 0.63 |
| 10 % | 0.100 | 1.38 | 0.92 |
| 20 % | 0.050 | 1.88 | 1.25 |

The 20 % row strains the small-strain assumption and shows only the trend. The table holds for parallel walls. A domain whose two 45 degree walls tilt oppositely, so that it widens toward the surface, has the same wall length. It pays slightly earlier at \(e_T=4\,\%\) (\(C=0.56\)) but later at \(6\,\%\) (\(C=1.04\)). Both of its walls are uncharged only if the c-domains on its two sides are antiparallel. For \(e_T=6\,\%\), changing \(\nu\) to 0.25 or 0.35 gives \(C=1.09\) or 0.81.

**Two limits explain the table.** For small \(r\) the optimal \(t\) is small, and \(P\simeq t^2\Lambda\) with \(\Lambda=1+\ln(1/t)\). Treating the slowly varying \(\Lambda\) as constant in the maximization gives \(t\simeq\pi(1+\nu)r/\Lambda\) and \(Q\simeq\pi(1+\nu)^2r^2/\Lambda\). To leading logarithmic order,

\[
C\simeq\frac{2\sqrt2}{\pi}\frac{1-\nu}{1+\nu}\Lambda.
\]

The powers of \(r\) cancel, so \(C\) grows only logarithmically as \(e_T\) increases. Solved self-consistently for \(t\), this form gives 1.04, 1.45 and 1.92 for \(e_T=6\), 10 and 20 %, which is 11 % to 3 % above the table. It does not apply to the 3 % and 4 % rows.

At the other end, \(r\to1/[2(1+\nu)]\), the two single-domain states approach equal energy. For large \(t\), \(P\simeq\pi t-2\ln t-\tfrac32\). At equality the linear terms cancel and the bracket grows as \((2\ln t+\tfrac32)/\pi\). Then \(Q\) diverges and \(C\to0\): in this continuum model any thickness can support twins, though the required ratio \(w/h\) grows exponentially with \(1/h\) as \(h\to0\). Thus \(l\) is not a universal lower bound. For \(e_m=1\,\%\), this limit lies at \(e_T=2.6\,\%\). The approach is only logarithmic: at \(e_T=2.61\,\%\), \(C\) is still about 0.12.

**Checks.** A finite-element calculation represented the inclined domain directly, with \(w=h\), period \(6h\), substrate depth \(4h\), \(r=1/6\) and \(\nu=0.3\). It gave an elastic energy change of \(-0.0545\) in units of \(Eh^2e_T^2\); the periodic formula below gives \(-0.0550\). For an isolated domain of the optimal width, the formulas above give \(\Delta F=2\sqrt2(1-h/h_c)sh\), or \(\pm0.085\,sh\) at \(0.97h_c\) and \(1.03h_c\). A coarse scan over periodic patterns, with the wall energy included, gave lowest values per domain of \(+0.097\,sh\) and \(-0.072\,sh\). They lie slightly higher because the grid is coarse and its domains are not fully isolated. The sign changes as the threshold requires.

## Above the threshold

Let a-domains fill a fraction \(f\) of a periodic pattern of period \(D\). The mean of \(b_x\) is \(fe_T\), which changes the uniform film strain. The mean of \(b_z\) is removed by a rigid rotation and costs nothing. The remaining cosine amplitudes of \(b_x\) are \((2e_T/\pi n)\sin(\pi nf)\). Their mean squares are \((2e_T^2/\pi^2n^2)\sin^2(\pi nf)\), and \(k_n=2\pi n/D\). The same mode energy as before gives, per film area,

\[
\Delta F_A=\frac{2\sqrt2sh}{D}-\frac{Ee_me_Tfh}{1-\nu}+\frac{Ee_T^2f^2h}{2(1-\nu^2)}+\frac{Me_T^2D}{\pi^3}S,
\]
\[
S=\sum_{n=1}^{\infty}\frac{\sin^2(\pi nf)}{n^3}\left[1-e^{-2q_n}(1+2q_n^2)\right],\quad q_n=\frac{2\pi nh}{D}.
\]

When \(q_1\gg1\), the exponential terms drop out. At fixed \(f\), only the first and last terms depend on \(D\), as \(1/D\) and \(D\). Setting the derivative to zero gives

\[
D\simeq\left(\frac{2\sqrt2\pi^3sh}{Me_T^2S}\right)^{1/2}.
\]

In thick films \(f\) approaches a constant, and the period then grows as \(\sqrt h\). The unrelieved wall and interface energies also grow as \(\sqrt h\), while the relieved bulk energy grows as \(h\).

For \(h=10\) nm the full minimization gives \(D=11.3\) nm, \(f=0.19\) and \(w=2.1\) nm. Minimizing the bulk terms alone would give \(f=(1+\nu)e_m/e_T=0.217\) and relieve

\[
\frac{E(1+\nu)}{2(1-\nu)}e_m^2=13.9\ \mathrm{MJ/m^3}.
\]

This is 65 % of the c-film's misfit energy density \(Ee_m^2/(1-\nu)=21.4\) MJ/m³, because these twins leave the strain along \(y\) in place. The actual pattern gains 62 % of the 13.9 MJ/m³, net of its wall and interface costs. Twinning therefore pays at 10 nm, but the film is still far from complete energetic relief.

## (c) How literal is 0.6 nm?

The elastic and structural parameters are rough values in the regime of lead titanate films. The wall energy is a given input, not a value established for that material; if it were three times larger at fixed other values, \(h_c\) would also triple. With a rough cell size of 0.4 nm, \(h_c\) is 1.6 cells. With a rough wall width of 1 nm, the first domain is narrower than one wall. Sharp walls and continuum elasticity therefore fail at the calculated threshold. At 10 nm the a-domain measures \(w/\sqrt2=1.5\) nm across its inclined walls, or 1.5 wall widths. The picture is more reasonable there, but the scales are still not cleanly separated.

Charge compensation is a stronger restriction. Let the electrodes have a total effective screening length \(\lambda\), and let the film have background permittivity \(\varepsilon_b\). For a short-circuited c-film, the voltage condition is \(\mathcal E h+\lambda(P_s+\varepsilon_0\varepsilon_b\mathcal E)/\varepsilon_0=0\), where \(P_s\) is the polarization. Hence

\[
|\mathcal E|=\frac{P_s\lambda}{\varepsilon_0(h+\varepsilon_b\lambda)},\qquad U_{\rm dep}=\tfrac12P_s|\mathcal E|.
\]

Take the rough values \(P_s=50\) µC/cm², \(\lambda=0.02\) nm and \(\varepsilon_b=7\), with \(P_s\) held fixed. At \(h_c\) the field is 15 MV/cm, and \(U_{\rm dep}\) is 26 times the relaxable elastic density. At 10 nm the field is 1.1 MV/cm and the ratio is still 2. These fields follow from holding \(P_s\) fixed; they are not predictions of fields that a real film would sustain. A real film can lower this energy by reducing its polarization, forming antiparallel c-domains, or turning the polarization into the plane. The elastic threshold then no longer decides the state by itself. This energy comparison does not supply a replacement thickness.

Thermal energy also matters on the smallest scale: wall energy per cell area is \(0.39k_BT\) at 300 K. This only compares scales; it does not give the probability of forming a domain, whose walls span many cells.

Misfit dislocations offer another route to relief. For an edge dislocation with Burgers vector \(b_0\) along \(x\), only \(b_x\) enters the interface energy. Its bracket, \(1-e^{-2q}(1-2q+2q^2)\), gives the line energy \((Mb_0^2/2\pi)[\ln(2h/r_0)+\tfrac12]\) for a core cut-off \(r_0\ll h\). Equating this to the misfit work \(Ee_mb_0h/(1-\nu)\) gives

\[
h_d=\frac{b_0}{8\pi(1+\nu)e_m}\left[\ln\frac{2h_d}{r_0}+\frac12\right].
\]

With \(b_0=0.4\) nm and a rough \(r_0=0.1\) nm, \(h_d=6.6\) nm. This value is only a scale. The constant \(+\tfrac12\) belongs to a cut-off taken along the interface; a cut from the surface down to the core gives \(-\tfrac12\) and 5.0 nm. Taking \(r_0=b_0\) in the formula above gives 4.4 nm. In this equilibrium comparison twins pay first. A 10 nm film may nevertheless contain dislocations; these reduce the misfit available to twins, so the 10 nm pattern above applies to a film that has remained coherent.

The requested scale is thus 0.67 nm, or about 1 nm, and the sharp-wall elastic threshold for the stated tetragonality, with a-domains that cross the whole film between parallel walls, is 0.63 nm. These numbers show that elasticity alone does not forbid twins in films a few nanometres thick. They do not predict that a real film twins at one or two cells. The numerical output below lists the values used.

## Values computed for the example and the checks

```
wall energy s = 10.0 mJ/m^2
Young modulus E = 150 GPa, Poisson ratio = 0.30
misfit e_m = 1.0 %, tetragonality e_T = 6.0 %
ratio r = e_m/e_T = 0.1667, upper limit = 0.3846
smallest e_T for a c-domain start = 2.60 %
elastic density scale E e_m^2 = 15.00 MJ/m^3
thickness scale l = s/(E e_m^2) = 0.667 nm
optimal t = w/(2h) = 0.5265
P at optimal t = 0.4774, Q = 0.07620
prefactor C = 0.938
threshold thickness h_c = 0.626 nm
first a-domain width w = 0.659 nm
e_T = 3 %: C = 0.339, h_c = 0.226 nm
e_T = 4 %: C = 0.574, h_c = 0.383 nm
e_T = 6 %: C = 0.938, h_c = 0.626 nm
e_T = 10 %: C = 1.376, h_c = 0.918 nm
e_T = 20 %: C = 1.875, h_c = 1.250 nm
Poisson ratio 0.25, e_T = 6 %: C = 1.086
Poisson ratio 0.35, e_T = 6 %: C = 0.807
pattern at h = 10 nm: period = 11.27 nm
  a-fraction = 0.188, a-domain width = 2.12 nm
  full-relaxation fraction (1+nu)e_m/e_T = 0.217
  relaxable elastic density = 13.93 MJ/m^3
  net gain / relaxable energy = 0.621
cell = 0.40 nm (rough), h_c/cell = 1.56
wall width = 1.0 nm (rough), first w/wall width = 0.66
polarization = 50 uC/cm^2 (rough)
total screening length = 0.020 nm (rough), background permittivity = 7 (rough)
depolarizing field at h_c = 14.75 MV/cm
depolarizing / relaxable energy at h_c = 26.5
depolarizing field at 10 nm = 1.11 MV/cm
depolarizing / relaxable energy at 10 nm = 2.00
wall energy per cell area / kT at 300 K = 0.386
dislocation core cut-off = 0.10 nm (rough)
misfit-dislocation threshold = 6.59 nm
self-energy test, largest relative error = 3.0e-05
finite elements = -0.05453, formula = -0.05499 (E h^2 e_T^2)
scan minimum per domain / (s h), 0.97 h_c = 0.0969
scan minimum per domain / (s h), 1.03 h_c = -0.0721
```
